\section*{Image-potential state outside a dielectric: why 0.60 eV?}

\section*{Question}

I am stuck on an exercise about electrons outside semiconductor surfaces. It says: "For an impenetrable planar surface of relative permittivity 11.7, show that the lowest image-potential state lies about 0.60 eV below the vacuum level, against 0.85 eV for a perfect metal."

My attempt was to replace the solid by an image charge at the mirror position of the electron, a distance $2z$ away, reduced by a factor $\beta=(\varepsilon-1)/(\varepsilon+1)$ that I found in my notes. The potential energy is then $-\beta e^2/(8\pi\varepsilon_0 z)$. This looks like hydrogen in one dimension, so I used the hydrogen formula. I get 2.4 eV for the dielectric and 3.4 eV for the metal, both four times too large.

Where does the factor of four come from? I would also like to know why $\beta$ has that form, and how one can be sure that no state lies lower. Finally, 11.7 is the permittivity of silicon. Does a silicon wafer really have a level at 0.60 eV?

\section*{Answer}

Your potential energy is too large by a factor of two, and the binding energy goes as the square of its strength. Deriving the force from the charge induced on the surface settles both this factor and the form of $\beta$.

\subsection*{The charge induced on the surface}

Let the dielectric fill $z<0$, with vacuum above it. A point charge $q$ sits at height $z$; for the electron $q=-e$. The dielectric is taken to be uniform and linear, and to respond at once and locally, so that inside it $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$ and $\mathbf D=\varepsilon_0\varepsilon\mathbf E$.

There is no free charge inside, so $\nabla\cdot\mathbf D=0$. Since $\varepsilon$ is uniform, $\nabla\cdot\mathbf E=0$ and $\nabla\cdot\mathbf P=0$ as well. All the bound charge therefore lies on the surface. Its density is the component of $\mathbf P$ along the outward normal,
\begin{equation}
\sigma=\varepsilon_0(\varepsilon-1)E_{\rm in},
\end{equation}
where $E_{\rm in}$ is the $z$ component of the field just inside.

Two sources contribute to $E_{\rm in}$ at a surface point a distance $\rho$ from the foot of the perpendicular. The point charge gives
\begin{equation}
E_q=-\frac{qz}{4\pi\varepsilon_0(\rho^2+z^2)^{3/2}},
\end{equation}
with a minus sign because the surface lies below the charge. The surface charge gives $-\sigma/(2\varepsilon_0)$ just below itself. This comes from the immediate neighbourhood of the point, since more distant parts of a flat sheet produce a field along the sheet. Hence
\begin{align}
\sigma&=\varepsilon_0(\varepsilon-1)\left(E_q-\frac{\sigma}{2\varepsilon_0}\right),\\
\sigma\left(1+\frac{\varepsilon-1}{2}\right)&=\varepsilon_0(\varepsilon-1)E_q .
\end{align}
The bracket on the left equals $(\varepsilon+1)/2$, so
\begin{equation}
\sigma=2\varepsilon_0\beta E_q=-\frac{\beta qz}{2\pi(\rho^2+z^2)^{3/2}},
\qquad \beta=\frac{\varepsilon-1}{\varepsilon+1}.
\end{equation}
This is the origin of your factor $\beta$. The total induced charge is
\begin{equation}
\int_0^\infty\sigma\,2\pi\rho\,d\rho
=-\beta qz\left[-\frac{1}{\sqrt{\rho^2+z^2}}\right]_0^\infty=-\beta q .
\end{equation}
For $\varepsilon\to\infty$ it becomes $-q$, the result for a perfect metal.

\subsection*{The force, and the missing factor of two}

A surface element of charge $\sigma\,dS$ pulls on $q$ with a normal force $q\sigma\,dS\,z/[4\pi\varepsilon_0(\rho^2+z^2)^{3/2}]$. The components along the surface cancel by symmetry. Summing over rings of area $2\pi\rho\,d\rho$ gives
\begin{equation}
F=-\frac{\beta q^2z^2}{4\pi\varepsilon_0}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+z^2)^3}.
\end{equation}
With $u=\rho^2+z^2$ the integral is $\tfrac12\int_{z^2}^\infty u^{-3}du=1/(4z^4)$. Therefore
\begin{equation}
F=-\frac{\beta q^2}{16\pi\varepsilon_0z^2},
\end{equation}
which is the force from a charge $-\beta q$ at distance $2z$. Your image charge gives the right force.

The potential energy is minus the work done by this force as the electron comes in from infinity. With $q^2=e^2$,
\begin{equation}
V(z)=-\int_\infty^zF(z')\,dz'
=\frac{\beta e^2}{16\pi\varepsilon_0}\int_\infty^z\frac{dz'}{z'^2}
=-\frac{A}{z},\qquad A=\frac{\beta e^2}{16\pi\varepsilon_0}.
\end{equation}
Your expression equals $-2A/z$. It is the energy of the electron in the potential of an image held fixed at its final position. The real image moves as the electron moves, so at each stage of the approach the separation is $2z'$, and the work is half as large. Put in terms of energy, $-2A/z$ is the interaction with the induced charge, and $+A/z$ is the cost of setting that charge up: $\beta A/z$ is the mutual repulsion of the induced surface charge, and $(1-\beta)A/z$ is the energy $\tfrac12\int\mathbf P\cdot\mathbf E\,dV$ stored in the polarized medium, which vanishes for a perfect metal.

\subsection*{The bound state}

The vacuum level, $E=0$, is the energy of an electron at rest far from the surface. Motion parallel to the surface is free and adds $\hbar^2k_\parallel^2/(2m)\ge0$, so for the lowest state we set $k_\parallel=0$. What remains is
\begin{equation}
-\frac{\hbar^2}{2m}\psi''-\frac{A}{z}\psi=E\psi,\qquad \psi(0)=0,
\end{equation}
where $m$ is the free-electron mass, because the electron is in vacuum. The condition at $z=0$ expresses that the surface is impenetrable.

Try $\psi=ze^{-z/a}$, which vanishes at the wall and decays outside. Its derivatives are
\begin{align}
\psi'&=\left(1-\frac za\right)e^{-z/a},\\
\psi''&=\left(-\frac2a+\frac{z}{a^2}\right)e^{-z/a}
=\left(\frac1{a^2}-\frac{2}{az}\right)\psi .
\end{align}
Inserting this and dividing by $\psi$ gives
\begin{equation}
-\frac{\hbar^2}{2ma^2}+\frac{\hbar^2}{maz}-\frac Az=E .
\end{equation}
This must hold at every $z$, so the two terms in $1/z$ must cancel, which fixes $a=\hbar^2/(mA)$. The constant terms then give $E_1=-\hbar^2/(2ma^2)$.

To express this through hydrogen quantities, use the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and the Rydberg energy $\mathrm{Ry}=\hbar^2/(2ma_0^2)$. Since $A=(\beta/4)\,e^2/(4\pi\varepsilon_0)=(\beta/4)\,\hbar^2/(ma_0)$,
\begin{equation}
a=\frac{4a_0}{\beta},\qquad
B_1\equiv-E_1=\frac{\hbar^2}{2m}\frac{\beta^2}{16a_0^2}=\frac{\beta^2}{16}\,\mathrm{Ry}.
\end{equation}
Equivalently $B_1=mA^2/(2\hbar^2)$. Doubling $A$ multiplies the binding by four, which accounts for your 2.4 and 3.4 eV.

\subsection*{Why no state lies lower}

Define $w(z)=1/z-1/a$. For any normalized $\psi$ with $\psi(0)=0$ and finite kinetic energy,
\begin{align}
0&\le\int_0^\infty|\psi'-w\psi|^2dz\\
&=\int_0^\infty\left[|\psi'|^2-w\,(|\psi|^2)'+w^2|\psi|^2\right]dz\\
&=\int_0^\infty\left[|\psi'|^2+(w'+w^2)|\psi|^2\right]dz-\Big[w|\psi|^2\Big]_0^\infty .
\end{align}
The boundary term vanishes at infinity because $\psi\to0$ there. Near the wall, $\psi(z)=\int_0^z\psi'dz'$, and the Cauchy--Schwarz inequality gives $|\psi(z)|^2\le z\int_0^z|\psi'|^2dz'$. Hence $|\psi|^2/z\to0$, and the term vanishes there too.

The remaining combination is
\begin{equation}
w'+w^2=-\frac1{z^2}+\frac1{z^2}-\frac2{az}+\frac1{a^2}=\frac1{a^2}-\frac2{az}.
\end{equation}
Multiply the inequality by $\hbar^2/(2m)$ and use $\hbar^2/(ma)=A$:
\begin{equation}
0\le\frac{\hbar^2}{2m}\int_0^\infty|\psi'|^2dz-A\left\langle\frac1z\right\rangle+\frac{\hbar^2}{2ma^2}
=\langle H\rangle-E_1 .
\end{equation}
So $\langle H\rangle\ge E_1$ for every allowed state. Equality requires $\psi'=w\psi$, whose solution is $\psi\propto ze^{-z/a}$, the state already found.

\subsection*{The numbers}

For $\varepsilon=11.7$,
\begin{align}
\beta&=\frac{10.7}{12.7}=0.8425,\qquad \beta^2=0.7098,\\
B_1&=0.7098\times\frac{13.6057\ \mathrm{eV}}{16}
=0.7098\times0.8504\ \mathrm{eV}=0.604\ \mathrm{eV}.
\end{align}
This is the 0.60 eV of the exercise, or $9.67\times10^{-20}$ J. For the perfect metal $\beta=1$, and the binding is the other factor, 0.85 eV. Diagonalizing the Schr\"odinger equation on a grid gives 0.6036 eV and 0.8503 eV, as listed in the numerical output.

The equation is also that of the hydrogen $s$ states, with $r$ times the radial function in the role of $\psi$ and $e^2/(4\pi\varepsilon_0)$ replaced by $A$. The levels therefore form a series $B_n=B_1/n^2$. The second lies at $0.6036/4=0.151$ eV, and the grid calculation gives the same value.

The length is $a=4\times0.05292/0.8425=0.251$ nm. The density $z^2e^{-2z/a}$ has its maximum where $2z-2z^2/a=0$, that is at $z=a$. The mean distance is
\begin{equation}
\langle z\rangle=\frac{\int_0^\infty z^3e^{-2z/a}dz}{\int_0^\infty z^2e^{-2z/a}dz}
=\frac{6(a/2)^4}{2(a/2)^3}=\frac{3a}{2}=0.377\ \mathrm{nm}.
\end{equation}

The dependence on $\varepsilon$ is weak when $\varepsilon$ is large. From $\ln B_1=2\ln(\varepsilon-1)-2\ln(\varepsilon+1)+\text{const}$,
\begin{equation}
\frac{1}{B_1}\frac{dB_1}{d\varepsilon}=\frac{2}{\varepsilon-1}-\frac{2}{\varepsilon+1}=\frac{4}{\varepsilon^2-1}.
\end{equation}
At $\varepsilon=11.7$ this is about 3\% per unit of $\varepsilon$. In the opposite limit, $\varepsilon\to1$, one has $\beta\approx(\varepsilon-1)/2$ and $B_1\approx(\varepsilon-1)^2\mathrm{Ry}/64$. The state then becomes shallow and extends far into the vacuum, with $a\approx8a_0/(\varepsilon-1)$.

\subsection*{How far the wall matters}

The potential $-A/z$ is deepest just where a continuum description of the surface is least reliable. Suppose that the effective image plane lies a distance $d$ behind the wall, so that $V=-A/(z+d)$ for $z>0$. This is weaker than $-A/z$ at every $z$, so $\langle H\rangle$ rises for every trial state and the binding must fall. For $d=0.1$ nm, with $\varepsilon$ unchanged, it falls to 0.322 eV, a reduction of 47\% relative to 0.604 eV.

Now keep this offset but replace the infinite wall by a step 1 eV above the vacuum level, with the free mass inside as well. The hard-wall state, continued as zero into the solid, is still an allowed trial state and has the same energy. The true lowest level therefore cannot lie above it. The calculated binding is 0.585 eV. For both cases, matching the analytic outer solution (a Whittaker function) at the wall agrees with the grid result to within 0.002 eV.

The return to within about 3\% of the original answer follows from this choice of $d$ and step height. It does not show that the two effects cancel in general. What the numbers do show is that either effect can change the binding by tenths of an eV.

\subsection*{Can the electron escape into the solid?}

A classical electron with energy $-B_1$ moves between the wall and the turning point $z_t=A/B_1=2a$. Energy conservation gives its speed,
\begin{equation}
v=\sqrt{\frac{2}{m}\left(\frac Az-B_1\right)}=\sqrt{\frac{2B_1}{m}}\sqrt{\frac{z_t-z}{z}} .
\end{equation}
The round trip takes $T=2\int_0^{z_t}dz/v$. With $z=z_t\sin^2\theta$,
\begin{equation}
\int_0^{z_t}\sqrt{\frac{z}{z_t-z}}\,dz
=2z_t\int_0^{\pi/2}\sin^2\theta\,d\theta=\frac{\pi z_t}{2}=\pi a .
\end{equation}
Since $B_1=\hbar^2/(2ma^2)$, the prefactor is $\sqrt{2B_1/m}=\hbar/(ma)$, and
\begin{equation}
T=2\pi a\,\frac{ma}{\hbar}=\frac{2\pi ma^2}{\hbar}=\frac{\pi\hbar}{B_1}=3.4\ \mathrm{fs}.
\end{equation}
If the electron enters the solid with a small probability $p$ at each impact, the escape rate is $p/T$ and the level acquires a width of about $\hbar p/T=pB_1/\pi$. Extending this estimate to $p=1$ sets a scale of 0.19 eV. It is a semiclassical order of magnitude, used here for the lowest state, where such an argument is at its roughest. It is not an upper bound, because the linear relation between width and $p$ holds only for small $p$ and underestimates the width as $p$ approaches 1.

\subsection*{What this means for silicon}

The permittivity is that of silicon, but the impenetrable wall is not. Silicon's electron affinity is roughly 4 eV, so a level 0.6 eV below vacuum lies about 3.4 eV above the conduction-band edge. Where the crystal has bulk states at that energy with the same parallel wavevector, the electron can leave, and the level becomes a resonance whose width may be of the order just found or larger. The distance $\langle z\rangle=0.38$ nm is also comparable with atomic spacings, so a local, continuous $\varepsilon$ is doubtful. A trial value of 8 gives 0.51 eV, 15\% less, but any constant keeps the $1/z$ singularity at the wall, whereas screening that weakens at short wavelength removes it. Model wavevector-dependent functions $\varepsilon(q)$ for silicon, with specular reflection at a sharp surface and the same hard wall, give about 0.38 eV (Cappellini form) to 0.43 eV (Resta form), as low as a constant permittivity of 5 to 6 would give; they ignore the spill-out of valence charge into the vacuum. The classical orbital frequency corresponds to $h/T=2B_1=1.2$ eV, more than the binding itself; the lowest excitation of the motion normal to the surface is $3B_1/4=0.45$ eV. The quantity that must follow this motion is $\beta$, which resonates where $\varepsilon(\omega)=-1$, well above silicon's direct gap of roughly 3.4 eV. In a single-oscillator model of $\varepsilon(\omega)$ with the oscillator $\hbar\omega_0$ placed between 3.4 and 5 eV, this surface mode lies at $\hbar\omega_s=\hbar\omega_0\sqrt{(\varepsilon+1)/2}$, between 8.6 and 12.6 eV. Couple the electron to the quantized mode, $H=p^2/2m+\sum_q\hbar\omega_sa_q^\dagger a_q+\sum_q(V_qa_q+V_q^*a_q^\dagger)$, where the static limit fixes $\sum_q|V_q|^2/\hbar\omega_s=A/z$. Completing the square gives $H=p^2/2m-A/z+\sum_q\hbar\omega_sb_q^\dagger b_q$ with $b_q=a_q+V_q^*/\hbar\omega_s$. The last term is never negative, so a finite response time can only reduce the binding. A variational state in which the displacement of each mode depends on $z$ binds by 0.50 to 0.52 eV, 14 to 17\% less than the static value, and the exact binding of this model lies between that and 0.60 eV. Treating the response as instantaneous therefore gives the right scale, but overestimates the binding by up to about 0.1 eV in this model. At a growth temperature of roughly 900 K, a trial permittivity of 12.5 gives 0.62 eV, while $k_{\mathrm B}T_{\rm growth}=0.08$ eV is well below the binding. A field of 0.1 MV/cm (0.01 V/nm) pressing the electron towards the surface raises the level by about $0.01\times0.377=0.004$ eV, measured from the vacuum level at the wall. For the trial offset and step used above, which are illustrative and not derived for silicon, penetration and the position of the image plane thus matter far more than this field or the assumed change of permittivity on heating.

So 0.60 eV is the correct answer to the exercise as posed. For a real silicon surface it is an energy scale: the model does not establish that a sharp level exists there, and its position could differ by tenths of an eV.

\section*{Calculated quantities}
\begin{verbatim}
Relative permittivity: 11.7
Image factor beta: 0.8425
beta squared: 0.7098
Rydberg energy: 13.6057 eV
Bohr radius: 0.05292 nm
Potential strength A: 0.3033 eV nm
Length a: 0.2512 nm
Binding, dielectric, formula: 0.6036 eV
Binding, dielectric, numerical: 0.6036 eV
Binding, perfect metal, formula: 0.8504 eV
Binding, perfect metal, numerical: 0.8503 eV
Binding, second dielectric level: 0.1509 eV
Main result in other unit: 9.671e-20 J
Density peak, numerical: 0.252 nm
Mean distance, numerical: 0.377 nm
Image-plane offset behind wall: 0.10 nm
Binding with offset, hard wall: 0.322 eV
Finite barrier above vacuum: 1.0 eV
Binding with offset, finite wall: 0.585 eV
Rough silicon electron affinity: 4.0 eV
State above conduction edge: 3.4 eV
Classical round-trip time: 3.43 fs
Width scale, escape each trip: 0.192 eV
Orbital quantum h/T: 1.21 eV
Rough silicon direct gap: 3.4 eV
Trial short-range permittivity: 8.0
Binding at that permittivity: 0.514 eV
Trial hot-crystal permittivity: 12.5
Binding at that permittivity: 0.617 eV
Pressing field: 0.1 MV/cm
Upward level shift by field: 0.0038 eV
Rough growth temperature: 900 K
Thermal energy kT: 0.078 eV
\end{verbatim}
